# Optimum Insulating Interlayer in a Metal–Semiconductor Contact, part 2

An insulating layer of thickness $t$ separates a metal from an n-type semiconductor. It weakens metal-induced gap states, which can lower the electron barrier, but electrons must tunnel through it. We seek the $t$ that minimizes the zero-bias contact resistivity $\rho$. Energies are in joules in formulas and in eV in numerical values.

At the semiconductor surface, the barrier $\phi$ is the height of the conduction edge above the metal Fermi level, $\phi_\infty$ is its value without gap-state charge, and $\phi_0$ is the depth of the charge-neutrality level below that edge; $\Delta=\phi_0-\phi_\infty$. The gap-state density is $D(t)=D_0e^{-t/\lambda}$, constant in energy between the neutrality and Fermi levels. The tunnelling probability is $e^{-t/\ell}$. The model gave

$$\phi(t)=\phi_\infty+\Delta[1-S(t)],$$

$$\rho(t)=\frac{k}{eA^*T}\exp\left\{\frac{\phi_\infty+\Delta[1-S(t)]}{kT}+\frac t\ell\right\},$$

$$S=\frac1{1+u},\qquad u=G\left(1+\frac t{t_0}\right)e^{-t/\lambda},\qquad a=\frac{\lambda kT}{\ell\Delta}.$$

Here $S$ is the pinning factor (0 for full pinning, 1 for none), $S_0=S(0)$, and $A^*$ is the Richardson constant. Also $G=e^2D_0d_0/\varepsilon_0$ and $t_0=\varepsilon_rd_0$, where $d_0$ is the vacuum-equivalent charge separation at direct contact and $\varepsilon_r$ the layer's relative permittivity. We take $t_0\ge\lambda$.

Without the factor $1+t/t_0$, changing $G$ only shifts the curve $S(t/\lambda)$. This shift symmetry (section 1) gives $t^*=\lambda[\ln G+F(a)]$ for the optimum, with $F$ still to be found.

In section 3, an electron at energy $W$ below the interlayer band edge has $\kappa=\sqrt{2m_iW}/\hbar$, with $m_i$ the interlayer mass. At the semiconductor conduction edge $W=W_t$ and $\ell=1/(2\kappa_t)$; at the neutrality level $W=W_g=W_t+\phi_0$ and $\lambda=1/(2\kappa_g)$. These rates assume $e^{-2\kappa t}\ll1$ and no wavevector $k_\parallel$ along the interface.

The example has $T=300$ K, $kT=0.02585$ eV, $\phi_0=0.60$ eV, $\phi_\infty=0.20$ eV, $\Delta=0.40$ eV, $W_t=0.50$ eV, $m_i=0.30\,m_e$, $\lambda=0.1699$ nm, $\ell=0.2520$ nm, $D_0=4.0\times10^{18}$ eV$^{-1}$m$^{-2}$, $d_0=0.10$ nm, $\varepsilon_r=10$, $G=7.238$, $t_0=1.00$ nm, $S_0=0.1214$, $a=0.04357$ and $k/(eA^*T)=2.39\times10^{-13}\ \Omega\,\text{m}^2$.

### 7. The stationary condition

Differentiate $\ln u=\ln G+\ln(1+t/t_0)-t/\lambda$:

$$\frac{u'}u=\frac1{t+t_0}-\frac1\lambda
=-\frac1\lambda\left(1-\frac\lambda{t+t_0}\right).$$

From $S=(1+u)^{-1}$ we have $S'=-u'/(1+u)^2$. Also $u/(1+u)^2=S(1-S)$. Hence

$$S'=\frac{h(t)}\lambda,\qquad h(t)=S(1-S)\left(1-\frac\lambda{t+t_0}\right).$$

For $\Delta>0$ the slope of the logarithmic resistivity is

$$\frac{d\ln\rho}{dt}=\frac1\ell-\frac\Delta{kT}\frac{h}{\lambda}
=\frac1\ell\left[1-\frac{h(t)}a\right].$$

The last step uses $\Delta/(kT\lambda)=1/(\ell a)$. A stationary point satisfies

$$\boxed{S(1-S)\left(1-\frac\lambda{t+t_0}\right)=a.}$$

Since $S(1-S)\le1/4$ and the other factor is below 1, a stationary point requires

$$a<\frac14,\qquad\text{or}\qquad \Delta>4kT\frac\lambda\ell .$$

This is necessary but not sufficient. If $\Delta\le0$, the first form of the slope is positive for every $t>0$, and the direct contact is best.

### 8. At most one interior minimum

To count the solutions, put $\tau=t+t_0$ and examine the shape of $h$. For $t>0$,

$$\ln h=\ln u-2\ln(1+u)+\ln\left(1-\frac\lambda\tau\right).$$

The first two terms have derivative

$$\frac{u'}u-\frac{2u'}{1+u}=\frac{u'}u\,\frac{1-u}{1+u}
=-\frac{\tau-\lambda}{\lambda\tau}\,\frac{1-u}{1+u}.$$

The last term has derivative

$$\frac{\lambda/\tau^2}{1-\lambda/\tau}=\frac{\lambda}{\tau(\tau-\lambda)}.$$

Add the two and take out the positive factor $(\tau-\lambda)/(\lambda\tau)$:

$$\frac{h'}h=\frac{\tau-\lambda}{\lambda\tau}
\left[\left(\frac\lambda{\tau-\lambda}\right)^2-\frac{1-u}{1+u}\right].$$

As $t$ grows, the square falls. At the same time $u$ falls, so $(1-u)/(1+u)$ rises. The bracket decreases steadily and tends to $-1$. It can change sign at most once, from positive to negative. Thus $h$ either rises to one peak and then falls, or falls from the start.

Where $h<a$ the resistivity rises; where $h>a$ it falls. Apart from limiting equalities, there are three cases:

- If the maximum of $h$ is below $a$, $\rho$ rises throughout.
- If $h(0)<a<h_{\max}$, $\rho$ rises to a maximum, falls to a minimum and rises again.
- If $h(0)>a$, $\rho$ falls at once to its one minimum and then rises.

Since $h$ peaks once, the interior minimum is unique. It is the outer crossing, where $h$ falls through $a$. Numerical tests for several values of $t_0$ and a range of $\Delta$ find no more than two turning points.

### 9. Closed form for a frozen charge separation

The algebra closes when $t_0$ is much larger than both $t$ and $\lambda$. The electrical separation of the charges then hardly changes, and

$$u=Ge^{-t/\lambda},\qquad S(1-S)=a.$$

This is the case with the shift symmetry of section 1. The quadratic $S^2-S+a=0$ has roots

$$S=\frac{1\pm\sqrt{1-4a}}2.$$

Since $S$ increases with $t$, the larger root is the outer crossing and hence the minimum:

$$\boxed{S^*=\frac{1+\sqrt{1-4a}}2.}$$

From $u=(1-S)/S=Ge^{-t/\lambda}$ it follows that

$$\boxed{t^*=\lambda\ln\left(G\frac{S^*}{1-S^*}\right).}$$

The function left open by the symmetry argument is thus $F(a)=\ln[S^*/(1-S^*)]$. A larger $G$ calls for a thicker layer but leaves the pinning factor at the optimum unchanged.

The result must also give $t^*>0$. If $G>1$, this holds for every $a<1/4$, because $S^*>1/2$. If $G\le1$, then $S_0=1/(1+G)\ge1/2$, and we need $S^*>S_0$. On this range $S(1-S)$ decreases with $S$, so the condition is

$$a<S_0(1-S_0)=\frac G{(1+G)^2}.$$

For $a\ll1$, $\sqrt{1-4a}\approx1-2a$ gives $1-S^*\approx a$, and

$$t^*\approx\lambda\ln\frac Ga=\lambda\ln\frac{G\ell\Delta}{\lambda kT}.$$

The barrier still to be removed at this thickness is

$$\Delta(1-S^*)\approx a\Delta=\frac\lambda\ell kT.$$

In this limit the layer should be thickened until the remaining gap-state contribution is about a fraction $\lambda/\ell$ of the thermal energy. Beyond that point, further depinning gains less than tunnelling costs. With the other parameters fixed, a lower temperature moves the optimum logarithmically to a larger thickness.

In the example,

$$S^*=\frac{1+\sqrt{1-4(0.04357)}}2=0.954,$$

$$t^*=0.1699\ln\left(7.238\,\frac{0.9543}{0.0457}\right)\ \text{nm}=0.85\ \text{nm}.$$

The small-$a$ formula gives 0.87 nm. Direct minimization of the frozen model confirms the closed form.

### 10. The growing charge separation

In the example $t_0=1.00$ nm is comparable with the optimum, so the frozen result is only a first estimate. In the full condition, define

$$a_{\text{eff}}(t)=\frac a{1-\lambda/(t+t_0)}.$$

Then $S(1-S)=a_{\text{eff}}$, and the outer solution obeys

$$S=\frac{1+\sqrt{1-4a_{\text{eff}}(t)}}2,$$

$$t=\lambda\ln\left[G\left(1+\frac t{t_0}\right)\frac S{1-S}\right].$$

The second line is $u=(1-S)/S$ solved for the exponential. Starting from the frozen value, one evaluates the right-hand sides repeatedly. In the example this converges to

$$t^*=0.949\ \text{nm},\qquad S^*=0.950,$$

in agreement with direct minimization. The result can be checked by substitution:

$$a_{\text{eff}}=\frac{0.04357}{1-0.1699/1.949}=0.0477,$$

$$0.1699\ln\left(7.238\times1.949\times\frac{0.9497}{0.0503}\right)=0.949.$$

The optimum is about 0.10 nm thicker than in the frozen model. The factor $1+t/t_0$ alone adds $0.1699\ln1.949=0.113$ nm, because the same gap-state charge produces a larger potential step across a thicker layer. The slightly smaller $S^*$ takes back about 0.017 nm.

Selected points on the full curve are:

| $t$ (nm) | $S$ | $\phi$ (eV) | $\rho$ ($\Omega\,\text{m}^2$) |
|---:|---:|---:|---:|
| 0 | 0.121 | 0.551 | $4.4\times10^{-4}$ |
| 0.50 | 0.636 | 0.346 | $1.1\times10^{-6}$ |
| 0.75 | 0.867 | 0.253 | $8.4\times10^{-8}$ |
| 0.95 | 0.950 | 0.220 | $5.1\times10^{-8}$ |
| 1.25 | 0.990 | 0.204 | $9.2\times10^{-8}$ |
| 2.00 | 1.000 | 0.200 | $1.5\times10^{-6}$ |

The minimum is $5.1\times10^{-8}\ \Omega\,\text{m}^2$, or $5.1\times10^{-4}\ \Omega\,\text{cm}^2$. The gain over direct contact follows from

$$\ln\frac{\rho(0)}{\rho(t^*)}=\frac\Delta{kT}[S(t^*)-S_0]-\frac{t^*}\ell$$

$$=\frac{0.40}{0.02585}(0.9497-0.1214)-\frac{0.949}{0.252}
=12.82-3.77=9.05.$$

The resistivity falls by a factor of about $8.5\times10^3$. Barrier reduction contributes 12.82 to the logarithm, and tunnelling takes back 3.77.

### 11. When the interior minimum is the best choice

A local minimum may still have a larger resistivity than direct contact. Compare the two thicknesses:

$$\ln\frac{\rho(t)}{\rho(0)}=\frac t\ell-\frac\Delta{kT}[S(t)-S_0].$$

The function is continuous and grows without bound at large $t$, so $\rho$ has a global minimum. That minimum lies at $t>0$, and below $\rho(0)$, exactly when the right-hand side is negative for some positive thickness. Division by $t$ gives

$$\boxed{\frac\Delta{kT}\sup_{t>0}\frac{S(t)-S_0}t>\frac1\ell.}$$

The quantity to maximize is the average rate of depinning from zero thickness. The local slope at the contact does not by itself decide the matter.

In the frozen model with $G\le1$, the slope $S'=S(1-S)/\lambda$ decreases for all $t>0$, since $S>1/2$. The average rate is then largest as $t\to0$, and the global condition becomes $a<S_0(1-S_0)$, the local one found above. As $a$ falls through this value, the optimum grows continuously from zero.

For $G>1$, $S'$ first increases. At the global threshold the minimum has the same resistivity as direct contact:

$$\frac\Delta{kT}(S^*-S_0)=\frac{t^*}\ell.$$

Multiply by $kT/\Delta$, and use $kT/(\ell\Delta)=a/\lambda$ and $G=(1-S_0)/S_0$:

$$S^*-S_0=a\frac{t^*}\lambda
=a\ln\frac{S^*(1-S_0)}{S_0(1-S^*)}.$$

This equation has one solution $a_c$ between $S_0(1-S_0)$ and $1/4$. To see this, let $g(a)$ be the left side minus the right side. Its derivative through $S^*$ vanishes, because $1-a/[S^*(1-S^*)]=0$. What remains is $dg/da=-t^*/\lambda<0$. At the lower end the local maximum of $\rho$ sits at $t=0$; $\rho$ falls from there to $t^*$, so $g>0$. At the upper end $S^*=1/2$ and

$$g=\frac12\tanh\frac{\ln G}2-\frac{\ln G}4<0,$$

since $\tanh z<z$ for $z>0$. The optimum is interior for $a<a_c$. At $a_c$ it jumps from zero to a finite thickness.

For $G=7.24$, $a_c=0.205$. With $G$, $\lambda$ and $\ell$ fixed, the frozen model needs $\Delta>0.070$ eV for a local minimum and $\Delta>0.085$ eV for a global one.

The growing charge separation raises these thresholds. Vary $\Delta$ through $\phi_\infty$, leaving $\phi_0$ and the decay lengths unchanged. The full model then gives four ranges:

- Below 0.079 eV there is no interior minimum.
- From 0.079 to 0.098 eV there is one, but direct contact is better.
- From 0.098 to 0.197 eV a thin layer at first raises $\rho$, yet the interior minimum is the global one.
- Above 0.197 eV, $\rho$ falls from the first increase of thickness.

At the global threshold the optimum appears at 0.58 nm. These limits rest on using $e^{-t/\ell}$ down to zero thickness, where section 3 does not justify it. Section 12 shows what changes there. The example, with $\Delta=0.40$ eV, lies in the fourth range.

### 12. How far the result can be trusted

Two approximations in the tunnelling factor can be checked. The gap-state charge tilts the interlayer barrier and lowers it on the metal side. Averaging $\kappa$ over the tilted barrier moves the optimum from 0.949 to 0.946 nm. Replacing the exponential by the wave-matching transmission at electron energy $kT$, with the metal band bottom 5.0 eV below the semiconductor edge, moves it to 0.962 nm. Both shifts are far below an atomic spacing.

The constant gap-state density is a coarser approximation. In the one-band model, states nearer the Fermi level decay more slowly than those at the neutrality level. If each energy is given its own decay rate, with the same $D_0$ at zero thickness, the optimum moves to about 1.03 nm and the logarithm of the gain falls from 9.05 to about 8.6.

The largest correction comes from the parallel wavevectors left out in section 3. Suppose that the metal supplies gap states evenly over a disc $k_\parallel<k_c$, with the same $D_0$ at zero thickness. Then

$$D(t)=D_0\,\frac{2}{k_c^2}\int_0^{k_c}k\,e^{-2t\sqrt{\kappa_g^2+k^2}}\,dk .$$

States with large $k_\parallel$ die out faster, so a thinner layer is enough. For a metal of mass $m_e$ with its band bottom 5.0 eV below the neutrality level, $k_c=11.5\ \text{nm}^{-1}$. With the exponential tunnelling factor the optimum then moves from 0.949 to about 0.50 nm. For $k_c=4\ \text{nm}^{-1}$ it moves to 0.75 nm.

The prefactor matters more for the comparison with direct contact. In the same wave-matching model it is 0.86 for a thick layer, relative to the decay at electron energy $kT$, while the direct-contact transmission is 0.25. That decay is also slightly slower than $e^{-t/\ell}$. At the optimum, the wave-matching transmission changes the ratio of resistivities by a factor of about 3.7, or 1.3 in its logarithm. This is small beside 9.05 in the example, but it decides the outcome when $\Delta$ is small. Let $v_s$ and $v_m$ be the ratios of wavenumber to mass in the semiconductor and the metal, and let $v_b=\kappa/m_i$. Wave matching gives

$$P=\frac{4v_sv_m}{(v_s+v_m)^2\cosh^2\kappa t+(v_b-v_sv_m/v_b)^2\sinh^2\kappa t}.$$

This transmission starts with zero slope at $t=0$, whereas $S$ rises from the start when $t_0>\lambda$. With this $P$, and with $D=D_0e^{-t/\lambda}$ kept down to zero thickness, a sufficiently thin layer therefore lowers $\rho$ for every $\Delta>0$, and in the continuum model direct contact is never the exact minimum. For small $\Delta$ the advantage has little physical meaning: at $\Delta=0.03$ eV the optimum lies at 0.10 nm, less than one atomic layer, and lowers $\rho$ by 3%; at 0.05 eV it lies at 0.33 nm and lowers $\rho$ by 14%. The thresholds in $\Delta$ found above, including all four ranges of section 11, belong to the exponential factor with unit prefactor. They should not be read as limits for a real junction.

A layer of 0.95 nm is only a few atoms thick, so a uniform permittivity and a single effective mass are themselves approximations. For these parameters the one-band estimates above range from about 0.5 to 1.0 nm, so the model fixes the optimum only to within about a factor of two. A finite interlayer gap $E_g$ widens the range. In a two-band description $\kappa^2$ is multiplied by $1-W/E_g$, which slows the decay of the deeper gap states more than that of the current. For $E_g=5.0$ and 3.3 eV, $\lambda/\ell$ rises from 0.674 to 0.72 and 0.76, and the optimum moves from 0.949 to 1.07 and 1.15 nm. The inequality $\lambda<\ell$ then holds only for $E_g>W_t+W_g$. The numerical output below gives the remaining values.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV
phi0 = 0.60 eV, phi_inf = 0.20 eV, Delta = 0.40 eV
W_t = 0.50 eV, W_g = 1.10 eV, m_i = 0.30 m_e
D0 = 4.00e+18 1/(eV m^2), d0 = 0.10 nm, eps_r = 10
kappa_t = 1.9842 1/nm, kappa_g = 2.9430 1/nm
ell = 0.2520 nm, lam = 0.1699 nm, lam/ell = 0.6742
G = 7.2381, t0 = 1.00 nm, S(0) = 0.1214, a = 0.04357
Richardson constant = 1.2017e+06 A/(m^2 K^2)
k/(e A T) = 2.3903e-13 ohm m^2
Green-function decay rate * lam = 0.99979
wave-matching decay / (2 kappa) = 0.99984
metal band bottom below semiconductor edge = 5.0 eV
transmission prefactor at E=kT = 0.859
direct-contact transmission at E=kT = 0.250
frozen: S* = 0.9543, t* = 0.8527 nm
frozen, small-a estimate of t* = 0.8686 nm
full: S* = 0.9497, t* = 0.9490 nm
full t* with tilted barrier = 0.9455 nm
full t* with exact transmission at E=kT = 0.9619 nm
full model: t (nm), S, barrier (eV), rho (ohm m^2)
  0.0000  0.1214  0.5514  4.3884e-04
  0.2500  0.3250  0.4700  5.0710e-05
  0.5000  0.6360  0.3456  1.1110e-06
  0.7500  0.8671  0.2532  8.3929e-08
  0.9490  0.9497  0.2201  5.1464e-08
  1.2500  0.9897  0.2041  9.1555e-08
  1.5000  0.9974  0.2011  2.1939e-07
  2.0000  0.9998  0.2001  1.5357e-06
rho at optimum = 5.1464e-04 ohm cm^2
rho(0)/rho(t*) = 8.5271e+03
frozen: critical a (global) = 0.2048
frozen: Delta for local minimum = 0.0697 eV
frozen: Delta for global minimum = 0.0851 eV
full: Delta for local minimum = 0.0794 eV
full: Delta for global minimum = 0.0983 eV
full: optimum thickness at that threshold = 0.5801 nm
full: Delta for immediate fall = 0.1969 eV
```
